Start-Gap Wear Levelling: Address Mapping and Choice of the Movement Interval

**The result and the setting**

Start-Gap spreads the wear of a memory by moving its lines slowly through one spare slot. The setting studied here is the movement interval ψ, the number of demand accesses between two movements. There are N ≥ 2 logical lines, i = 0 … N−1, and N+1 physical slots, p = 0 … N. The register Gap names the empty slot. The register Start counts, modulo N, how often the gap has gone round. Initially Start = 0 and Gap = N. The address of line i is

q = (i + Start) mod N
p = q + [q ≥ Gap]

where a bracket equals 1 if its condition is true and 0 otherwise. Three statements hold.

(a) After every movement the map is one-to-one from the N lines onto the N slots other than Gap.

(b) N movements shift every line by one slot modulo N+1. N+1 movements bring the gap back and shift every line by one place in the cyclic order of the N occupied slots. In slot numbers, one of the lines then advances by two, because it jumps over the gap.

(c) The registers first return to their initial values after N(N+1) movements, called a round here. In a round every line spends N intervals in every slot.

For steady traffic and equal slot endurance E, the number of accesses a continuously used line can receive rises from E to about

(N+1) E ψ/(ψ+2)

provided that N(ψ+2) is much smaller than E. This condition is sufficient rather than necessary. For an endurance that is not known exactly it limits ψ from above, and the cost of copying limits ψ from below.

**The algorithm**

Finding the slot of line i needs one addition, two comparisons and at most two corrections, a subtraction of N and an increment by one. Since i + Start is at most 2N−2, subtracting N once, if needed, performs the modulo.

address(i):
  q ← i + Start
  if q ≥ N then q ← q − N
  if q ≥ Gap then q ← q + 1
  return q

After every ψ demand accesses the controller makes one movement:

move():
  source ← Gap − 1, or N if Gap = 0
  copy slot source into slot Gap, and restore source
  if Gap = 0 then Gap ← N and Start ← (Start + 1) mod N
  else Gap ← Gap − 1

The order matters. Until the registers change, the old map points to the source, which still holds valid data because it was restored. After they change, the new map points to the finished copy. An interruption therefore loses nothing under three conditions: a read once begun is always completed by its restoration, both registers change in a single indivisible step, and their values survive the interruption. Accesses must wait during the movement, since a write to the source after it has been read would be missing from the copy.

**Why the map is one-to-one**

The step i → q is a rotation of the numbers 0 … N−1, so it is one-to-one. The step q → p leaves the numbers below Gap unchanged and raises the others by one. It preserves their order, so no two values of q meet, and it skips the value Gap. If Gap = N, nothing is raised and slot N is skipped. This proves (a). The inverse undoes the two steps in reverse order. For p ≠ Gap,

q = p − [p > Gap]
i = (q − Start) mod N

It remains to show that this map follows the data as they are really moved.

**Where a line is after m movements**

Place the slots on a ring, with slot 0 following slot N. A movement exchanges the gap with the line just before it. If the gap is disregarded, the cyclic order of the lines does not change. The gap therefore passes the lines in the order N−1, N−2, …, 0, then N−1 again, and so on.

Line i moves first at movement N−i and then at every Nth movement, that is, at movements kN − i with k = 1, 2, 3, … The number of its moves up to movement m is the number of such k with kN − i ≤ m, or k ≤ (m+i)/N. This number is floor((m+i)/N). Each move advances the line by one slot on the ring, so

p_i(m) = (i + floor((m+i)/N)) mod (N+1)

To compare this with the registers, write m = r(N+1) + j with 0 ≤ j ≤ N. After r complete laps and j further movements, Start = r mod N and Gap = N − j. Also write i + r = aN + q with 0 ≤ q < N; this q is the one in the address rule. Then

(m+i)/N = (rN + r + j + i)/N = r + (aN + q + j)/N = r + a + (q+j)/N

Because r + a is an integer, it can be taken out of the floor function:

i + floor((m+i)/N) = i + r + a + floor((q+j)/N)
= aN + q + a + floor((q+j)/N)
= a(N+1) + q + floor((q+j)/N)

The first term vanishes modulo N+1. Since q + j ≤ 2N−1, the remaining floor is 0 or 1, and it is 1 when q ≥ N−j = Gap. What is left is q + [q ≥ Gap], which lies between 0 and N and needs no further reduction. The address rule therefore gives the true position after any number of movements.

For every N from 2 to 9, the contents were also moved one by one through more than a full round. The positions found by searching the slots agreed with both formulas after every movement.

**The two shift laws**

Replacing m by m+N adds one to (m+i)/N, and so adds one to its floor:

p_i(m+N) = p_i(m) + 1 mod (N+1)

This holds for every line. After N+1 movements the change of the floor is

floor((m+1+i)/N) + 1 − floor((m+i)/N)

It equals 2 if m+1+i is a multiple of N, and 1 otherwise. Among N consecutive values of i, one satisfies the condition. Hence one line advances by two slots modulo N+1 and the other N−1 lines advance by one.

The registers show why this is still a uniform cyclic shift. After N+1 movements Gap has its old value and Start has grown by one modulo N, so

q → (q+1) mod N

for every line. The number q is the rank of a line's slot among the occupied slots, counted from zero. If Gap = N, the occupied slots are 0 … N−1 and rank equals slot number. The law then reads p → (p+1) mod N.

Four lines A to D show both cases. Initially the slots hold A B C D –, with the dash for the gap. After five movements they hold D A B C –. Lines A, B and C have gone up by one slot, and D has gone from slot 3 to slot 0.

Now begin after movement 2, with A B – C D. Five movements later the slots hold D A – B C. Line A went from 0 to 1, C from 3 to 4, and D from 4 to 0. Line B went from 1 to 3, across the gap in slot 2. The rule names the same line: with m = 2 and N = 4, m+1+i is a multiple of 4 for i = 1, which is B.

**A complete round and its wear**

Gap repeats after N+1 movements, and each such lap raises Start by one. Both registers return for the first time after N laps, which is N(N+1) movements. During a round each line moves N+1 times, once around the whole ring, with N movements between successive moves. It thus spends N intervals in each slot, as (c) states. A stay may be divided between the beginning and the end of the round.

In a ferroelectric memory with destructive read-out, a read can reverse the stored polarization, which must then be restored. The model counts one cycle for every read and one for every write. This is a simplification, since whether a real cell switches depends on the data stored and written. A copy costs one cycle at its source and one at its destination.

Let line i receive c_i accesses in every interval of a round, with Σ c_i = ψ. The counts may be very unequal. Each line spends N intervals in a given slot, so the demand wear of that slot is

Σ N c_i = Nψ

In each of the N laps the slot is once the destination and once the source of a copy. This adds 2N cycles, and the wear per round is

w = Nψ + 2N = N(ψ+2)

It is the same for every slot. The counts c_i may change from one round to the next without affecting this result, but not freely within a round.

**Bounds on the lifetime**

Let D be the number of demand accesses completed before some slot would exceed E cycles. After k complete rounds every slot has kN(ψ+2) cycles. The largest k that is certainly survived is floor(E/[N(ψ+2)]), and a round contains N(N+1)ψ demand accesses. Therefore

D ≥ floor(E/[N(ψ+2)]) · N(N+1)ψ

An upper bound follows from the total supply of cycles, (N+1)E. When the first failure occurs, at least D/ψ − 1 movements have been completed; the −1 allows for failure during the movement that is due. Each completed movement used two cycles, so

D + 2(D/ψ − 1) ≤ (N+1)E
D(ψ+2)/ψ ≤ (N+1)E + 2
D ≤ ψ[(N+1)E + 2]/(ψ+2)

The upper bound does not require steady traffic. The lower bound does.

The opposite limit shows when levelling fails. Suppose the continuously used line starts in slot 0. It first moves at movement N, after Nψ accesses, and no earlier copy touches its slot. If E < Nψ, the slot fails after E accesses, as it would without levelling. A simulation with N = 8, ψ = 20 and E = 100 gave D = 100, a gain of one. Moving the gap more often helps here once ψ is at most 12, so that Nψ is below E; a larger ψ cannot help.

**Choosing ψ**

Copying adds the fraction 2/ψ to the demand cycles, which favours a large ψ. A large ψ also makes each round longer, so that more endurance may remain unused in an unfinished round. Since floor(x) ≥ x − 1, the lower bound on D is itself at least

(N+1)E ψ/(ψ+2) − N(N+1)ψ

Divide by (N+1)E and call the result g:

g = ψ/(ψ+2) − Nψ/E

This is a guaranteed fraction of the ideal (N+1)E accesses. Treating ψ as continuous and setting the derivative to zero gives

2/(ψ+2)² − N/E = 0
ψ_best = √(2E/N) − 2

The second derivative, −4/(ψ+2)³, is negative, so this is a maximum. To find its height, put s = ψ+2:

g = 1 − 2/s − Ns/E + 2N/E

At s = √(2E/N), both 2/s and Ns/E equal √(2N/E). Hence

g_max = 1 − 2√(2N/E) + 2N/E = (1 − √(2N/E))²

This applies when ψ_best is positive and can be rounded to an integer with little relative change. It optimizes the smooth bound g, not the floor bound and not the actual lifetime for a particular starting line. The floor bound is a saw-tooth in ψ and can be higher at a much larger ψ for which N(ψ+2) divides E. With N = 1024 and E = 10¹⁰, ψ = 9 765 623 makes N(ψ+2) = E and gives a gain of 1024.9998, but the next larger ψ makes the floor bound zero. Such a choice needs an exactly known E, which no real memory has. When N is much smaller than E the maximum is broad, and other considerations can decide. A smaller ψ shortens the round, and with it the time over which the traffic must be steady. A larger ψ makes pauses less frequent.

**A memory of 1024 lines**

Take 1024 lines of 64 bytes, or 64 KiB, with ψ = 100, a cycle time of 50 ns and E = 10¹⁰ cycles. One line is accessed without rest. Without levelling it lasts

10¹⁰ × 50 ns = 500 s

With levelling, a round has 1024 × 1025 = 1 049 600 movements and costs each slot 1024 × 102 = 104 448 cycles. A simulation of the full round gave this number as both the smallest and the largest wear. The endurance covers 95 741 complete rounds, so

D ≥ 95 741 × 1 049 600 × 100 ≈ 1.0049 × 10¹³

The upper bound agrees to these digits. The gain in accesses is about 1005. Including the 2 % of copy cycles, the guaranteed time is

1.0049 × 10¹³ × 1.02 × 50 ns ≈ 5.1 × 10⁵ s

or about 5.9 days. Each movement blocks the memory for two cycles, 100 ns.

With N, E and the traffic held fixed, ψ = 10 gives a gain of 854 and 20 % extra cycles, while ψ = 1000 gives 1023 and 0.2 %. The ideal is N+1 = 1025. The formula for the best interval gives √(2 × 10¹⁰/1024) − 2, about 4400, but little remains to be gained beyond 1000. One round takes 1 049 600 × 102 × 50 ns, about 5.4 s, at ψ = 100, and nearly ten times as long at ψ = 1000.

**Unequal slots**

The assumption of equal endurance has a large effect on the gain, even for steady traffic. Suppose instead that slot endurances are independent and follow a Weibull law, with survival probability

S(x) = exp[−(x/η)^β]

Here η is the scale and β the shape. All N+1 slots survive x cycles with probability

S(x)^(N+1) = exp[−(N+1)(x/η)^β]

This is again a Weibull law of shape β, with η replaced by η(N+1)^(−1/β). The mean endurance of the weakest slot is therefore (N+1)^(−1/β) times the mean of one slot. Levelling wears all slots equally, so the weakest one sets the first failure. Without levelling, the busy line uses a single slot of average quality. If the weakest slot still survives many rounds, the ratio of mean lifetimes in accesses is

(N+1)^(1−1/β) ψ/(ψ+2)

For 1025 slots and ψ = 100 this is 178 for β = 4 and 31 for β = 2. The guarantee behind ψ_best then depends on the weakest slot, whose endurance takes the place of E. For β = 2 its mean is 0.0312 of the single-slot mean. Using 3.1 × 10⁸ cycles for E lowers ψ_best to about 780. This value serves the guarantee for a weakest slot of that endurance; it need not give the longest mean lifetime.

**Traffic that stays on one physical slot**

Statement (c) protects against steady traffic tied to logical lines. It does not protect against traffic that changes its logical line so as to stay on one physical slot. That slot is empty for N of the N(N+1) intervals in a round and can be accessed in the other N². Its wear is N²ψ + 2N, while the round contains N(N+1)ψ demand accesses. Over many rounds the gain is

N(N+1)ψ/(N²ψ + 2N) = (N+1)ψ/(Nψ+2)

For the example this is 1.001, which is practically no protection. No choice of ψ repairs this, since the gain stays below (N+1)/N.

**Where the registers are kept**

The working registers are consulted at every access and belong in ordinary logic. Suppose a backup of Gap is kept in ferroelectric cells of the same endurance E and rewritten at every movement. It fails after E movements, or Eψ demand accesses, so it limits the gain to ψ. The array outlives it when

(N+1)ψ/(ψ+2) > ψ, that is, ψ < N − 1

In the example the array's guaranteed lifetime contains 1.0 × 10¹¹ movements, ten times the endurance of such a cell. The backup would reduce the gain from 1005 to 100. Two possible remedies are to make ψ at least N−1 = 1023, or to write the backup only when power is removed. The second remedy needs enough stored energy to save both Gap and Start after a sudden loss of power. The first remedy assumes equal endurance in array and backup.

**Comparison with a real hafnia memory**

The example is modelled on capacitors of hafnium-zirconium oxide. A 10 nm film driven at 2.5 V has a field of 2.5 MV/cm; these values and the endurance of 10¹⁰ cycles are rough but typical in kind, and endurance varies widely with material and drive. Uninterrupted access to one line is a severe load, chosen to expose the wear. Real devices break the assumption of equal, fixed endurance. The example also uses 10¹⁰ cycles as the endurance of a whole slot. If that value is the mean for one capacitor and a slot fails with the first of its 512 cells, the same Weibull law multiplies the slot mean by 512^(−1/β), which is 0.044 for β = 2 and 0.21 for β = 4. The 500 s then become about 22 s or 105 s, and the levelled lifetime shrinks by the same factor. The spread between slots lowers the gain from 1005 to 31 if β = 2, an assumed value. Field and temperature change the endurance itself. With an assumed acceleration of two decades per MV/cm, a 5 % overdrive multiplies it by 0.56. With an assumed activation energy of 0.3 eV, heating from 25 °C to 85 °C multiplies it by 0.14, which would turn 5.9 days into about 0.8 days. These two factors act on the levelled and unlevelled lifetimes alike and leave the gain nearly unchanged while E remains far above N(ψ+2). The model also treats failure as a sharp cycle count and omits gradual changes of polarization. The example is also a small memory. For 2²⁷ lines (8 GiB) at ψ = 100, N(ψ+2) is about 1.4 E, no complete round is survived, and a busy line starting in slot 0 gains nothing; the large gain holds only for regions small enough that N(ψ+2) stays far below E.

Calculated quantities

```
N=4 contents of slots 0 to 4 (- is the gap)
movement 0: A B C D -   Start=0 Gap=4
movement 1: A B C - D   Start=0 Gap=3
movement 2: A B - C D   Start=0 Gap=2
movement 3: A - B C D   Start=0 Gap=1
movement 4: - A B C D   Start=0 Gap=0
movement 5: D A B C -   Start=1 Gap=4
movement 6: D A B - C   Start=1 Gap=3
movement 7: D A - B C   Start=1 Gap=2
logical lines = 1024; line size = 64 bytes
data capacity = 64 KiB
accesses per movement psi = 100
assumed endurance = 1.0e+10 cycles
cycle time = 50 ns
pause per movement = 100 ns
movements per full round = 1049600
simulated wear per round: min 104448, max 104448 cycles
wear of one full hot-line visit = 102402 cycles
complete rounds survived = 95741
guaranteed demand accesses = 1.004898e+13
upper bound on demand accesses = 1.004902e+13
guaranteed gain in accesses = 1004.9
lifetime without levelling = 500 s
lifetime with levelling = 5.1250e+05 s
lifetime with levelling = 5.93 days
psi=10: extra cycles 20.0 %, gain 854.2
psi=100: extra cycles 2.0 %, gain 1004.9
psi=1000: extra cycles 0.2 %, gain 1022.9
Neglected effects (assumed rough parameters)
Weibull shape 2: weakest/mean 0.0312, gain 31.4
Weibull shape 4: weakest/mean 0.1767, gain 177.6
film = 10 nm; drive = 2.5 V; field = 2.50 MV/cm
field acceleration = 2.0 decades per MV/cm
endurance factor at 5 % overdrive = 0.562
activation energy = 0.3 eV
endurance factor, 298.15 K to 358.15 K = 0.141
gain against slot-tracking traffic = 1.00096
Gap register writes in array lifetime = 1.0049e+11
register writes / cell endurance = 10.05
gain if ferroelectric Gap register fails first = 100
```
